# Why a massive Dirac monolayer has equal electron and hole masses

## A two-level case

Take a gapped monolayer near one valley, with wave vector \(\mathbf k\) measured from the valley point. Keep one conduction state and one valence state of the same spin:

\[
H_{\rm D}=v(k_x\sigma_x+k_y\sigma_y)+\frac{\Delta}{2}\sigma_z .
\]

Here \(v\) is the interband velocity and \(\Delta>0\) the gap. The algebra uses atomic units, so the free-electron mass \(m_0\) is 1. The numerical output writes this mass as m_e.

Different Pauli matrices anticommute, so the cross terms vanish on squaring:

\[
H_{\rm D}^2=\left(\frac{\Delta^2}{4}+v^2k^2\right)I .
\]

The trace of \(H_{\rm D}\) is zero, so its two eigenvalues are opposite:

\[
E_\pm=\pm\sqrt{\frac{\Delta^2}{4}+v^2k^2}
=\pm\left(\frac{\Delta}{2}+\frac{v^2k^2}{\Delta}+O(k^4)\right).
\]

Define positive masses by \(E_c(k)=E_c+k^2/(2m_{\rm el})\) and \(E_v(k)=E_v-k^2/(2m_{\rm h})\) at small \(k\). Comparison gives

\[
\frac1{m_{\rm el}}=\frac1{m_{\rm h}}=\frac{2v^2}{\Delta}.
\]

The two states may have quite different orbital character, but their mutual repulsion bends both bands by the same amount. A constant energy offset changes no curvature. Nonparabolicity does not help either: the mass \(k/|dE/dk|=\sqrt{\Delta^2/4+v^2k^2}/v^2\) is the same for both bands at each \(k\).

Spin needs one caution. Suppose that spin-orbit coupling splits only the valence edge, by \(s\). The two same-spin gaps become \(\Delta\mp s/2\). For \(\Delta=0.3375\) eV and \(s=0.1\) eV, with the velocity found below, the pair containing the upper valence band has both masses equal to \(0.108\,m_0\). The other pair has both equal to \(0.145\,m_0\). An electron of one pair and a hole of the other differ in mass, but each Dirac pair is still symmetric.

## A monolayer with unequal masses

To see what the two-level model omits, consider an electron in the periodic potential

\[
V(\mathbf r)=2w\sum_{i=1}^{3}\cos(\mathbf g_i\cdot\mathbf r+\varphi),
\qquad \mathbf g_1+\mathbf g_2+\mathbf g_3=0,
\]

where the \(\mathbf g_i\) are shortest reciprocal vectors at \(120^\circ\) to each other. The parameters are round model values: lattice constant \(a=5\) Å, \(w=0.7\) eV and \(\varphi=8^\circ\).

Three plane waves \(|\mathbf K_n\rangle\), \(n=0,1,2\), meet at the valley. Their wave vectors have length \(K=4\pi/(3a)\) and angles \(2\pi n/3\), so they share the kinetic energy \(T=K^2/2\). Choose \(\mathbf g_1=\mathbf K_1-\mathbf K_0\), \(\mathbf g_2=\mathbf K_2-\mathbf K_1\) and \(\mathbf g_3=\mathbf K_0-\mathbf K_2\). Each step \(n\to n+1\) then has the matrix element \(we^{i\varphi}\), and each reverse step its conjugate.

With \(\omega=e^{2\pi i/3}\), try the symmetric combinations

\[
|j\rangle=\frac1{\sqrt3}\sum_{n=0}^{2}\omega^{jn}|\mathbf K_n\rangle .
\]

In \(V|j\rangle\), wave \(n\) receives contributions from waves \(n-1\) and \(n+1\). Its coefficient, apart from \(1/\sqrt3\), is

\[
we^{i\varphi}\omega^{j(n-1)}+we^{-i\varphi}\omega^{j(n+1)}
=\omega^{jn}\,2w\cos\!\left(\varphi-\frac{2\pi j}{3}\right).
\]

Thus \(|j\rangle\) is an eigenstate. Measured from \(T\), the energies are

\[
\begin{aligned}
E_r&=2w\cos\varphi &&(j=0),\\
E_c&=-w\cos\varphi+\sqrt3\,w\sin\varphi &&(j=1),\\
E_v&=-w\cos\varphi-\sqrt3\,w\sin\varphi &&(j=2).
\end{aligned}
\]

For \(0<\varphi<60^\circ\) they are ordered \(E_v<E_c<E_r\). The lowest two form the Dirac pair, and the third is a remote band. Numerically, \(E_v=-0.862\), \(E_c=-0.524\) and \(E_r=1.386\) eV, so \(\Delta=2\sqrt3\,w\sin\varphi=0.3375\) eV.

Now move away from the valley. Every plane wave gains \(\mathbf k\), and its kinetic energy becomes

\[
\frac{|\mathbf K_n+\mathbf k|^2}{2}=T+\mathbf k\cdot\mathbf K_n+\frac{k^2}{2}.
\]

The middle term is \(\mathbf k\cdot\mathbf p\). Write \(p_\pm=p_x\pm ip_y\) and \(k_\pm=k_x\pm ik_y\). Since \(p_+|\mathbf K_n\rangle=K\omega^n|\mathbf K_n\rangle\), we have \(p_+|j\rangle=K|j+1\rangle\), with \(j\) counted modulo 3; likewise \(p_-|j\rangle=K|j-1\rangle\). From

\[
\mathbf k\cdot\mathbf p=\frac12(k_-p_++k_+p_-)
\]

it follows that every pair of different states is coupled with magnitude \(Kk/2\), while the diagonal elements vanish. The Dirac velocity is therefore \(v=K/2\), or 3.192 eV Å after multiplication by \(\hbar\). In the order \((c,v)\), the upper-right element is \(vk_+\) instead of \(vk_-\). This reverses the sign of \(k_y\) and does not affect the masses.

Second-order perturbation theory adds \((Kk/2)^2\) divided by the energy difference for each coupled state. Because \(K^2/4=T/2\),

\[
\begin{aligned}
E_c(k)&=T+E_c+\frac{k^2}{2}\left[1+\frac{T}{\Delta}-\frac{T}{E_r-E_c}\right]+O(k^3),\\
E_v(k)&=T+E_v+\frac{k^2}{2}\left[1-\frac{T}{\Delta}-\frac{T}{E_r-E_v}\right]+O(k^3).
\end{aligned}
\]

The hole inverse mass is minus the second bracket. Hence

\[
\frac1{m_{\rm el}}=1+\frac T\Delta-\frac{T}{E_r-E_c},
\qquad
\frac1{m_{\rm h}}=-1+\frac T\Delta+\frac{T}{E_r-E_v}.
\]

With \(T=2.674\) eV, the direct term is \(2.674/0.3375=7.923\). The remote terms are \(2.674/1.911=1.399\) and \(2.674/2.248=1.189\). Therefore

\[
\begin{aligned}
1/m_{\rm el}&=1+7.923-1.399=7.524,\\
1/m_{\rm h}&=-1+7.923+1.189=8.113,
\end{aligned}
\]

up to rounding in the last digit. The masses are \(m_{\rm el}=0.133\,m_0\) and \(m_{\rm h}=0.123\,m_0\), whereas the Dirac term alone gives \(0.126\,m_0\) for both. The remote band lies above the pair and pushes both bands down as \(k\) grows. This flattens the conduction band and steepens the valence band.

The free-electron term bends both bands upward and acts the other way. The inverse-mass difference is

\[
\frac1{m_{\rm el}}-\frac1{m_{\rm h}}
=2-T\left(\frac1{E_r-E_c}+\frac1{E_r-E_v}\right),
\]

which is \(-0.589\) here. Without the remote band it would be \(+2\), and the electron would be the lighter carrier.

## Remote coupling with equal masses

The two contributions can cancel. Put \(A=3w\cos\varphi\) and \(B=\sqrt3\,w\sin\varphi\), so that \(E_r-E_c=A-B\) and \(E_r-E_v=A+B\). The difference becomes

\[
2-T\left(\frac1{A-B}+\frac1{A+B}\right)=2-\frac{2TA}{A^2-B^2}.
\]

It vanishes when \(TA=A^2-B^2\). Dividing by \(3w\) gives the potential strength

\[
w_0=\frac{T\cos\varphi}{3\cos^2\varphi-\sin^2\varphi}=0.906\ {\rm eV}.
\]

At \(w_0\) both masses are \(0.166\,m_0\), although the remote band is still coupled. For fixed \(\varphi\) the negative term scales as \(1/w\), so a stronger potential reverses the asymmetry. At \(w=1.2\) eV the electron mass is \(0.208\,m_0\) and the hole mass \(0.232\,m_0\). These values describe the K point of the three-wave model only. In a converged plane-wave basis the same potential gives \(m_{\rm el}=0.217\,m_0\) and \(m_{\rm h}=0.198\,m_0\) at \(w_0\), and \(0.295\,m_0\) and \(0.291\,m_0\) at \(w=1.2\) eV, so the hole is still the lighter carrier there. The cancellation and the reversal survive, but they move to a strength between 1.2 and 1.6 eV.

There is also a small-gap limit. As \(\varphi\to0\) at fixed \(w\), \(T/\Delta\) diverges while the difference tends to a finite value, \(2-2T/(3w)\) in the three-wave model. At \(w=0.7\) eV this is \(-0.55\), against about \(-0.95\) in a converged basis. The relative asymmetry then vanishes, and the minimal model becomes a good approximation for both masses. At the other end, \(\varphi\to60^\circ\), the conduction and remote bands meet. The expansion with an isolated conduction edge then fails.

## The general statement

**For an isolated Dirac pair at a threefold-symmetric valley, in a local potential and without spin-orbit coupling,**

\[
\frac1{m_{\rm el}}-\frac1{m_{\rm h}}
=2+2\sum_r\left[
\frac{|\langle c|p_x|r\rangle|^2}{E_c-E_r}
+\frac{|\langle v|p_x|r\rangle|^2}{E_v-E_r}\right].
\]

The sum runs over all bands outside the pair. The leading 2 is the free-electron kinetic contribution; the sum is the remote-band contribution.

**Proof.** Remove the factor \(e^{i\mathbf k\cdot\mathbf r}\) from the Bloch states. A local potential commutes with this factor, while \(\mathbf p\) becomes \(\mathbf p+\mathbf k\). Thus

\[
H(\mathbf k)=H(0)+\mathbf k\cdot\mathbf p+\frac{k^2}{2},
\]

where \(\mathbf k=0\) denotes the valley. A nondegenerate edge state acquires only a phase under a \(120^\circ\) rotation. Its expectation value \(\langle n|\mathbf p|n\rangle\) is therefore a vector unchanged by that rotation, and must be zero. There is no linear term in the energy.

For an edge state \(n\) and any other valley state \(n'\) with a definite rotation phase, \({\rm Re}\,\langle n|p_i|n'\rangle\langle n'|p_j|n\rangle\) is a symmetric tensor unchanged by the same rotation. Its traceless part would turn through twice the rotation angle, \(240^\circ\), and so must vanish. Hence \(|\langle n|\mathbf k\cdot\mathbf p|n'\rangle|^2=k^2|\langle n|p_x|n'\rangle|^2\). If a remote level is degenerate, choose its states with definite rotation phases. Second-order perturbation theory now gives

\[
E_n(k)=E_n+\frac{k^2}{2}\left[1+2\sum_{n'\ne n}
\frac{|\langle n|p_x|n'\rangle|^2}{E_n-E_{n'}}\right]+O(k^3).
\]

Add the expressions for \(n=c\) and \(n=v\). With \(v=|\langle c|p_x|v\rangle|\), their mutual terms cancel:

\[
\frac{v^2}{E_c-E_v}+\frac{v^2}{E_v-E_c}=0.
\]

By the definition of the masses, the \(k^2/2\) coefficient of \(E_c(k)+E_v(k)\) is \(1/m_{\rm el}-1/m_{\rm h}\). What remains is the stated formula. ∎

The proof also supplies a diagnostic: add the two band energies and examine the curvature of the sum. The direct Dirac repulsion has dropped out.

## What to add to the Dirac model

The free-electron kinetic term, together with the elimination of the remote amplitudes to second order, adds the following diagonal terms to the two-band Hamiltonian:

\[
A_nk^2,\qquad
A_n=\frac12+\sum_r\frac{|\langle n|p_x|r\rangle|^2}{E_n-E_r},
\qquad n=c,v.
\]

They can be separated as

\[
\begin{pmatrix}A_c&0\\0&A_v\end{pmatrix}k^2
=\frac{A_c+A_v}{2}k^2I+\frac{A_c-A_v}{2}k^2\sigma_z .
\]

The unit-matrix part shifts both bands equally and gives an inverse-mass difference of \(2(A_c+A_v)\). The \(\sigma_z\) part changes the gap with \(k\) and adds \(A_c-A_v\) to both inverse masses. It changes the masses without separating them. Elimination also produces an off-diagonal term of order \(k^2\). Its product with the linear Dirac term enters the energy at order \(k^3\), where it contributes to threefold warping and leaves the masses alone.

## Beyond three plane waves

A basis of 63 plane waves shows what the hand calculation leaves out. The gap becomes 0.390 eV, and

\[
\begin{aligned}
1/m_{\rm el}&=1+6.698-1.633=6.065,\\
1/m_{\rm h}&=-1+6.698+1.362=7.060.
\end{aligned}
\]

The masses are now \(0.165\,m_0\) and \(0.142\,m_0\). Relative to these values, the three-wave electron mass is about 19% too small and the hole mass about 13% too small.

Switching terms on in this larger basis traces the asymmetry. Two bands without the kinetic term give an inverse-mass difference of 0, and adding that term gives 2. Including the third band gives \(-0.95\), and including all bands gives \(-0.99\). Most of the remote contribution thus comes from the nearest remote band in this model.

A K-point mass describes the lowest electrons only if the conduction minimum lies there. At \(\varphi=8^\circ\) a scan of the Brillouin zone places both band edges at the valleys; the conduction band at M, the midpoint of a zone edge, is 0.096 eV higher. At \(\varphi=15^\circ\) it is 0.020 eV lower at M than at K. The mass formula still gives the curvature at K, but the lowest electrons are elsewhere.

The other assumptions matter too. A nonlocal potential does not commute with \(e^{i\mathbf k\cdot\mathbf r}\), so it adds further \(k\)-dependent terms. Near a degeneracy with a remote band, that band must be kept explicitly.

## Calculated quantities

```
INPUTS AND THREE-WAVE MODEL
lattice constant a: 5.0 angstrom
potential strength w: 0.7 eV
potential phase phi: 8 degrees
C = hbar^2/m_e: 7.6200 eV angstrom^2
valley wave vector K: 0.8378 1/angstrom
kinetic energy T: 2.6740 eV
valence energy Ev minus T: -0.8619 eV
conduction energy Ec minus T: -0.5244 eV
remote energy Er minus T: 1.3864 eV
gap: 0.3375 eV
Er - Ec: 1.9108 eV
Er - Ev: 2.2483 eV
Dirac velocity times hbar: 3.1918 eV angstrom
direct term T/gap: 7.9235 1/m_e
remote term T/(Er-Ec): 1.3994 1/m_e
remote term T/(Er-Ev): 1.1893 1/m_e
inverse electron mass: 7.5241 1/m_e
inverse hole mass: 8.1128 1/m_e
inverse-mass difference, electron - hole: -0.5887 1/m_e
minimal Dirac mass, both carriers: 0.1262 m_e
electron mass: 0.1329 m_e
hole mass: 0.1233 m_e
LARGER PLANE-WAVE BASIS
number of plane waves: 63 (count)
gap: 0.3898 eV
direct term: 6.6979 1/m_e
remote term in conduction curvature: -1.6325 1/m_e
remote term in valence curvature: -1.3620 1/m_e
electron mass: 0.1649 m_e
hole mass: 0.1416 m_e
conduction energy at M minus K: 0.0960 eV
larger phase for comparison: 15 degrees
conduction energy at M minus K, larger phase: -0.0203 eV
INVERSE-MASS DIFFERENCE, ELECTRON - HOLE, LARGER BASIS
2 bands, no kinetic term: 0.0000 1/m_e
2 bands + kinetic term: 2.0000 1/m_e
3 bands + kinetic term: -0.9549 1/m_e
all bands, no kinetic term: -2.9945 1/m_e
all bands + kinetic term: -0.9945 1/m_e
OTHER CASES
three-wave equal-mass strength w0: 0.9061 eV
common mass at w0: 0.1656 m_e
strong potential w: 1.2 eV
electron mass at strong w: 0.2081 m_e
hole mass at strong w: 0.2317 m_e
valence spin splitting s in Dirac model: 0.1 eV
electron mass, spin of upper valence band: 0.1075 m_e
hole mass, spin of upper valence band: 0.1075 m_e
electron mass, spin of lower valence band: 0.1449 m_e
hole mass, spin of lower valence band: 0.1449 m_e
```
